# Density and Distance of Interface Defects That Pin a Gate Fermi Level: a numerical check

```python
"""
Pinning of a gate Fermi level E_F by a sheet of donor defects in a dielectric.
Result under test: |E_D - E_F| <= m kT holds if and only if
    (x0 - m)(1 + g exp(-m)) <= U <= (x0 + m)(1 + g exp(m)),   x0 > m,
with U = e^2 N d / (eps kT).
N: defects per area; d: distance of the sheet from the metal gate;
eps: permittivity; x0 = (E_D - E_F)/kT before charge transfer; x: after it;
g: degeneracy of the filled (neutral) state over that of the empty (+e) state.
The sheet is uniform and the stack is at flat band. A Monte Carlo calculation
with discrete point charges then shows the limits of the uniform sheet.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

e = const.e
temperature = 300.0
kT_eV = const.k * temperature / e
kappa = 20.0
eps = kappa * const.epsilon_0
d = 1.0e-9
delta0_eV = 0.6
g = 2.0
m = 3.0
x0 = delta0_eV / kT_eV


def ionized(x):
    return 1.0 / (1.0 + g * math.exp(-x))


def strength(density, distance):
    return e * density * distance / (eps * kT_eV)


def sheet_level(x_start, U):
    """Self-consistent level position for a uniform sheet."""
    return brentq(lambda x: x - x_start + U * ionized(x),
                  x_start - U - 1.0, x_start + 1.0, xtol=1e-12)


U_min = (x0 - m) * (1.0 + g * math.exp(-m))
U_max = (x0 + m) * (1.0 + g * math.exp(m))
N_min = U_min * eps * kT_eV / (e * d)
N_max = U_max * eps * kT_eV / (e * d)
N_floor = eps * (delta0_eV - m * kT_eV) / (e * d)
assert abs(strength(N_min, d) / U_min - 1.0) < 1e-12

# --- Electrostatics: Poisson equation with the gate at zero potential and
# zero field at the far side (flat band), fully ionized sheet at distance d.
nodes, step = 400, 1.0e-11
matrix = np.zeros((nodes, nodes))
source = np.zeros(nodes)
for k in range(nodes):
    matrix[k, k] = 2.0 if k < nodes - 1 else 1.0
    if k > 0:
        matrix[k, k - 1] = -1.0
    if k < nodes - 1:
        matrix[k, k + 1] = -1.0
sheet_node = int(round(d / step)) - 1
source[sheet_node] = e * N_min * step / eps
potential = np.linalg.solve(matrix, source)
step_formula = U_min * kT_eV
assert abs(potential[sheet_node] / step_formula - 1.0) < 1e-8
assert abs(potential[-1] / step_formula - 1.0) < 1e-8

# --- The same step from point charges and their images, lengths in nm.
d_nm = d * 1e9
coulomb = e / (4.0 * math.pi * eps) * 1e9 / kT_eV     # kT nm
image = 2.0 * d_nm
plane_integral = 2.0 * math.pi * coulomb * quad(
    lambda r: 1.0 - r / math.hypot(r, image), 0.0, np.inf)[0]
assert abs(plane_integral * N_min * 1e-18 / U_min - 1.0) < 1e-6

# --- Statistics: explicit sum over the number n of charged defects among M.
M_sum = 20000
n = np.arange(M_sum + 1)
log_count = (gammaln(M_sum + 1) - gammaln(n + 1) - gammaln(M_sum - n + 1)
             + (M_sum - n) * math.log(g))


def counted_level(x_start, U):
    log_weight = log_count + x_start * n - U * n * n / (2.0 * M_sum)
    weight = np.exp(log_weight - log_weight.max())
    return x_start - U * float(np.sum(weight * n) / np.sum(weight)) / M_sum


level_at_min = counted_level(x0, U_min)
level_at_max = counted_level(x0, U_max)
assert abs(level_at_min - m) < 1e-3
assert abs(level_at_max + m) < 1e-3
assert counted_level(x0, 0.98 * U_min) > m
assert counted_level(x0, 1.02 * U_max) < -m
for U_inside in np.geomspace(1.02 * U_min, 0.98 * U_max, 12):
    assert abs(counted_level(x0, U_inside)) < m

# --- Pinning slope dx/dx0 at the edge and at half ionization.
p_edge = ionized(m)
slope_edge = 1.0 / (1.0 + U_min * p_edge * (1.0 - p_edge))
slope_half = 1.0 / (1.0 + U_min / 4.0)
x0_half = math.log(g) + U_min / 2.0
for start, slope in ((x0, slope_edge), (x0_half, slope_half)):
    h = 0.05
    numeric = (counted_level(start + h, U_min)
               - counted_level(start - h, U_min)) / (2.0 * h)
    assert abs(numeric / slope - 1.0) < 5e-3

# --- Range of gates held within m kT by the sheet with N = N_min.
gate_low = -m + U_min * ionized(-m)
gate_high = m + U_min * ionized(m)
for start in np.linspace(gate_low + 0.05, gate_high - 0.05, 15):
    assert abs(counted_level(start, U_min)) < m
assert counted_level(gate_low - 0.05, U_min) < -m
assert counted_level(gate_high + 0.05, U_min) > m

# --- Discrete charges: heat-bath Monte Carlo on randomly chosen grid sites.
grid_nm = 0.4
rng = np.random.default_rng(7)


def discrete_level(density_nm2, uniform=False, samples=4, sweeps=600, burn=150):
    """Mean level position x0 - U p, its standard error, and defects per box."""
    cells = int(round(math.sqrt(420.0 / density_nm2) / grid_nm))
    box = cells * grid_nm
    count = int(round(density_nm2 * box * box))
    U = plane_integral * count / box**2
    cutoff = box / 2.0
    # beyond the cutoff the charges act through their average
    tail = (2.0 * math.pi * coulomb
            * (math.hypot(cutoff, image) - cutoff) / box**2)
    levels = []
    for _ in range(samples):
        site = rng.choice(cells * cells, count, replace=False)
        pos = np.column_stack((site // cells, site % cells)) * grid_nm
        diff = pos[:, None, :] - pos[None, :, :]
        diff -= box * np.round(diff / box)
        r = np.sqrt((diff**2).sum(axis=2))
        np.fill_diagonal(r, 1.0)
        pair = np.where(r < cutoff,
                        coulomb * (1.0 / r - 1.0 / np.sqrt(r * r + image**2)),
                        0.0) + tail
        if uniform:
            pair = np.full((count, count), U / count)
        np.fill_diagonal(pair, 0.0)
        charged = [bool(b) for b in rng.random(count) < 0.5]
        field = pair @ np.array(charged, dtype=float)
        total, collected = sum(charged), 0
        for sweep in range(sweeps):
            order = rng.integers(0, count, count).tolist()
            draws = rng.random(count).tolist()
            for i, u in zip(order, draws):
                new = u * (1.0 + g * math.exp(field[i] - x0)) < 1.0
                if new != charged[i]:
                    if new:
                        field += pair[i]
                        total += 1
                    else:
                        field -= pair[i]
                        total -= 1
                    charged[i] = new
            if sweep >= burn:
                collected += total
        levels.append(x0 - U * collected / (count * (sweeps - burn)))
    return (float(np.mean(levels)),
            float(np.std(levels, ddof=1) / math.sqrt(samples)), count)


N_nm2 = N_min * 1e-18
check_level, check_error, _ = discrete_level(N_nm2, uniform=True, samples=2)
assert abs(check_level - m) < 0.2      # finite box and sampling noise
factors = (1.0, 1.5, 3.0)
discrete = [discrete_level(f * N_nm2) for f in factors]
uniform_levels = [sheet_level(x0, f * U_min) for f in factors]
assert discrete[0][0] < 2.0 * m
assert abs(discrete[1][0]) < m
assert discrete[2][0] < uniform_levels[2]

# --- Worked example.
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT_eV:.5f} eV")
print(f"relative permittivity: {kappa:.0f}")
print(f"sheet distance d: {d_nm:.1f} nm")
print(f"initial level position Delta0: {delta0_eV:.2f} eV")
print(f"x0 = Delta0/kT: {x0:.3f}")
print(f"degeneracy ratio g: {g:.0f}")
print(f"tolerance m: {m:.0f} (m kT = {m * kT_eV:.4f} eV)")
print(f"lower limit of U: {U_min:.3f}")
print(f"upper limit of U: {U_max:.1f}")
print(f"factor 1 + g exp(-m): {1 + g * math.exp(-m):.4f}")
print(f"factor 1 + g exp(m): {1 + g * math.exp(m):.2f}")
print(f"required density N_min: {N_min * 1e-4:.3e} cm^-2")
print(f"full-ionization floor for N: {N_floor * 1e-4:.3e} cm^-2")
print(f"uniform-sheet upper density: {N_max * 1e-4:.3e} cm^-2")
print(f"required product N d: {N_min * 1e-4 * d_nm:.3e} cm^-2 nm")
for distance_nm in (0.5, 2.0):
    print(f"N_min at d = {distance_nm:.1f} nm: "
          f"{N_min * 1e-4 * d_nm / distance_nm:.3e} cm^-2")
for density_cm in (1e13, 1e14):
    print(f"distance needed at N = {density_cm:.0e} cm^-2: "
          f"{N_min * 1e-4 * d_nm / density_cm:.3f} nm")
print(f"ionized fraction at x = m: {p_edge:.4f}")
print(f"ionized fraction at x = -m: {ionized(-m):.4f}")
print(f"potential step, all ionized, Poisson: {potential[sheet_node]:.4f} V")
print(f"flat-band shift at N_min: {-(delta0_eV - m * kT_eV):.4f} V")
print(f"partition-sum x at lower limit: {level_at_min:.4f}")
print(f"partition-sum x at upper limit: {level_at_max:.4f}")
print(f"pinning slope at x = m: {slope_edge:.4f}")
print(f"pinning slope at half ionization: {slope_half:.4f}")
print(f"lowest Delta0 held at N_min: {gate_low * kT_eV:.4f} eV")
print(f"highest Delta0 held at N_min: {gate_high * kT_eV:.4f} eV")
print(f"site grid spacing, discrete charges: {grid_nm:.1f} nm")
print(f"mean spacing of charged defects at N_min: "
      f"{1 / math.sqrt(N_nm2 * p_edge):.2f} nm")
print(f"Monte Carlo x, uniform interaction: {check_level:.2f}")
for f, (level, error, count), smooth in zip(factors, discrete, uniform_levels):
    print(f"N = {f:.1f} N_min: x discrete {level:.2f} +/- {error:.2f}, "
          f"x uniform {smooth:.2f}, defects per box {count}")
print("verified")
```

Printed output:

```
temperature: 300 K
thermal energy kT: 0.02585 eV
relative permittivity: 20
sheet distance d: 1.0 nm
initial level position Delta0: 0.60 eV
x0 = Delta0/kT: 23.209
degeneracy ratio g: 2
tolerance m: 3 (m kT = 0.0776 eV)
lower limit of U: 22.221
upper limit of U: 1079.1
factor 1 + g exp(-m): 1.0996
factor 1 + g exp(m): 41.17
required density N_min: 6.349e+13 cm^-2
full-ionization floor for N: 5.774e+13 cm^-2
uniform-sheet upper density: 3.083e+15 cm^-2
required product N d: 6.349e+13 cm^-2 nm
N_min at d = 0.5 nm: 1.270e+14 cm^-2
N_min at d = 2.0 nm: 3.175e+13 cm^-2
distance needed at N = 1e+13 cm^-2: 6.349 nm
distance needed at N = 1e+14 cm^-2: 0.635 nm
ionized fraction at x = m: 0.9094
ionized fraction at x = -m: 0.0243
potential step, all ionized, Poisson: 0.5745 V
flat-band shift at N_min: -0.5224 V
partition-sum x at lower limit: 2.9999
partition-sum x at upper limit: -2.9991
pinning slope at x = m: 0.3533
pinning slope at half ionization: 0.1525
lowest Delta0 held at N_min: -0.0636 eV
highest Delta0 held at N_min: 0.6000 eV
site grid spacing, discrete charges: 0.4 nm
mean spacing of charged defects at N_min: 1.32 nm
Monte Carlo x, uniform interaction: 2.97
N = 1.0 N_min: x discrete 3.01 +/- 0.07, x uniform 3.00, defects per box 416
N = 1.5 N_min: x discrete -1.31 +/- 0.11, x uniform 1.34, defects per box 412
N = 3.0 N_min: x discrete -4.64 +/- 0.02, x uniform 0.06, defects per box 417
verified
```
